# Finite-Temperature Quantum Capacitance of a Parabolic Two-Dimensional Subband

A thin conducting layer faces a gate electrode across an insulator. Electrons in the layer move freely in two directions and are confined in the third, so their energies form subbands. Adding electrons costs electrostatic energy in the insulator, and it also requires the layer's states to be filled to a higher level. The second cost acts as a capacitance of its own. This problem finds how it depends on temperature and on electron density.

The lowest subband has energy

$$E(\mathbf k)=E_0+\frac{k^2}{2m},$$

where $\mathbf k$ is the wave vector in the plane. The algebra uses atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, so $m$ is the effective mass in electron masses and an electron has charge $-1$. The symbol $T$ stands for the thermal energy $k_BT$. Each state is doubly degenerate in spin and $g$-fold degenerate in equivalent valleys. The electrons are independent, apart from the average electrostatic potential, which shifts the whole subband rigidly. Higher subbands are empty until part (f).

## (a) What is being differentiated?

**The layer is in equilibrium with a contact that fixes its chemical potential $\mu$. Express the capacitance associated with filling the subband through the electron number per area $n$ and the level $u=\mu-E_0$.**

Let the electrostatic potential at the layer rise by $d\phi$. An electron has charge $-1$, so its potential energy falls by $d\phi$, and the subband edge moves with it:

$$dE_0=-d\phi .$$

The contact holds $\mu$ fixed. Therefore

$$du=d\mu-dE_0=0+d\phi=d\phi .$$

The level measured from the subband edge rises, and $dn$ electrons per area enter. They carry charge $-dn$. The capacitance is the magnitude of the added charge per change of potential:

$$C_q=\frac{dn}{d\phi}=\frac{dn}{du}.$$

This is the quantum capacitance per area. With the elementary charge restored, the added charge is $e\,dn$ and $du=e\,d\phi$, which gives $C_q=e^2\,dn/du$.

The derivative is taken with respect to $\mu-E_0$, not with respect to the gate voltage. Part of a gate-voltage change drops across the insulator, and part (g) accounts for it.

## (b) How many states are there?

**Find the number of states per area and per energy in the subband.**

Take a square of side $L$ with periodic boundary conditions. The allowed components of $\mathbf k$ are integer multiples of $2\pi/L$, so each allowed point occupies an area $(2\pi/L)^2$ in the $\mathbf k$ plane. Let $\varepsilon=E-E_0$ be the energy above the edge. States with energy below $\varepsilon$ lie inside a circle of radius $k=\sqrt{2m\varepsilon}$. For large $L$ the number of points in the circle is its area divided by the area per point. Including the degeneracy $2g$ and dividing by $L^2$ gives

$$N(\varepsilon)=\frac{2g}{L^2}\,\frac{\pi k^2}{(2\pi/L)^2}
=\frac{g k^2}{2\pi}
=\frac{g\,(2m\varepsilon)}{2\pi}
=\frac{gm}{\pi}\,\varepsilon .$$

The density of states is the derivative,

$$D=\frac{dN}{d\varepsilon}=\frac{gm}{\pi}\qquad(\varepsilon>0),$$

and it vanishes for $\varepsilon<0$. It is constant because the enclosed area in the $\mathbf k$ plane and the energy both grow as $k^2$. With a different dispersion the density of states generally varies with energy; part (f) gives an example.

## (c) What is the density at temperature $T$?

**Calculate $n$ as a function of $u$.**

In equilibrium a state at energy $\varepsilon$ above the edge has the Fermi occupation

$$f(\varepsilon)=\frac{1}{e^{(\varepsilon-u)/T}+1}.$$

The density is the sum of occupations over all states:

$$n=D\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-u)/T}+1}.$$

Multiply numerator and denominator by $e^{(u-\varepsilon)/T}$. The integrand becomes a derivative:

$$\frac{e^{(u-\varepsilon)/T}}{1+e^{(u-\varepsilon)/T}}
=\frac{d}{d\varepsilon}\left[-T\ln\!\left(1+e^{(u-\varepsilon)/T}\right)\right].$$

Indeed, differentiating the exponential gives a factor $-1/T$, which cancels the prefactor $-T$. At the upper limit the logarithm tends to $\ln 1=0$. Subtracting the value at the lower limit leaves

$$n=DT\ln\!\left(1+e^{u/T}\right).$$

The product $DT$ is a density: the number of states per area in an energy interval of width $T$. It will set the scale on which $n$ counts as small or large.

## (d) What is the capacitance, and when does density drop out?

**Find $C_q$ first as a function of $u$, then as a function of $n$. Examine small density, large density and zero temperature.**

Differentiating the density with the chain rule gives

$$C_q=\frac{dn}{du}
=DT\,\frac{e^{u/T}/T}{1+e^{u/T}}
=\frac{D}{1+e^{-u/T}} .$$

The last form follows on dividing numerator and denominator by $e^{u/T}$. The factor multiplying $D$ is $f(0)$, the occupation of the subband edge.

To eliminate $u$, exponentiate the result of part (c):

$$e^{n/(DT)}=1+e^{u/T},\qquad e^{u/T}=e^{n/(DT)}-1 .$$

Insert both expressions into $C_q=D\,e^{u/T}/(1+e^{u/T})$:

$$C_q=D\,\frac{e^{n/(DT)}-1}{e^{n/(DT)}}
=D\left[1-e^{-n/(DT)}\right].$$

At nonzero temperature the capacitance therefore does depend on density. Its slope,

$$\frac{dC_q}{dn}=\frac{1}{T}\,e^{-n/(DT)},$$

is positive but decays exponentially. The independence from density belongs to a limit.

**Large density.** For $n\gg DT$ the exponential is negligible and

$$C_q\to D=\frac{gm}{\pi},\qquad 1-\frac{C_q}{D}=e^{-n/(DT)} .$$

The limiting value contains neither $n$ nor $T$. With units restored it is $gme^2/(\pi\hbar^2)$, where $m$ is now the full effective mass. Temperature determines how much density is needed to approach this value, not the value itself.

**Small density.** For $n\ll DT$, put $x=n/(DT)$ and use $1-e^{-x}=x-x^2/2+\dots$:

$$C_q=D\left(x-\frac{x^2}{2}+\dots\right)
=\frac{n}{T}\left(1-\frac{n}{2DT}+\dots\right).$$

The leading term is that of a classical gas. There $n\propto e^{u/T}$, so $dn/du=n/T$. The mass and the valley degeneracy drop out when the result is written in terms of $n$.

**Zero temperature.** At fixed $n>0$, letting $T\to0$ makes $e^{-n/(DT)}$ vanish. Then $C_q=D$ for every positive density. In the same limit $n=Du$ for $u>0$, a straight line of slope $D$.

The thermal average behind these limits can be made visible. Since $f$ depends on $\varepsilon-u$, we have $\partial f/\partial u=-\partial f/\partial\varepsilon$, and hence

$$C_q=\int_0^\infty D\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon
=D\,[f(0)-f(\infty)]=D\,f(0).$$

The function $-\partial f/\partial\varepsilon$ is a peak of unit area centred at $u$, with a width of a few $T$. It averages the density of states near the chemical potential. When the peak lies well above the edge, it samples a constant and returns $D$. The missing fraction $1-f(0)$ is the part of the peak that extends below the edge, where there are no states.

## (e) How quickly does a model layer saturate?

**Take $m=0.2$, $g=2$ and $T=0.025$ eV. Find the plateau, follow the capacitance as the density is doubled, and find the density that gives 99 % of the plateau.**

In atomic units $D=2\times0.2/\pi=0.1273$. One hartree times one square bohr is 7.62 eV Å$^2$, so

$$D=\frac{0.1273}{7.62}=0.0167\ \frac{e^2}{\mathrm{eV\,Å^2}},$$

or 26.8 µF/cm$^2$. Read as a density of states, the same number is 0.0167 states per eV and Å$^2$. The density scale is

$$DT=0.01671\times0.025=4.18\times10^{-4}\ \mathrm{Å^{-2}} .$$

For a given density, part (c) gives the level $u=T\ln(e^{n/(DT)}-1)$, and part (d) gives the capacitance:

| $n$ (Å$^{-2}$) | $u$ (eV) | $C_q/D$ |
|---:|---:|---:|
| 0.0005 | 0.021 | 0.6979 |
| 0.0010 | 0.057 | 0.9087 |
| 0.0020 | 0.119 | 0.9917 |
| 0.0040 | 0.239 | 0.9999 |

For the first row, $n/(DT)=0.0005/(4.18\times10^{-4})=1.20$ and $1-e^{-1.20}=0.70$. The first doubling raises the capacitance by about 30 %, the second by about 9 %, and the third by less than 1 %. The deficit $e^{-n/(DT)}$ is squared at each doubling: 0.302 becomes 0.091, then 0.0083, then 0.00007.

The 99 % point requires $e^{-n/(DT)}=0.01$, so

$$n_{99}=DT\ln100=4.18\times10^{-4}\times4.605
=1.92\times10^{-3}\ \mathrm{Å^{-2}} .$$

The corresponding level follows from $1/(1+e^{-u/T})=0.99$, or $e^{u/T}=99$. It is $u=0.025\ln99=0.115$ eV, between four and five thermal energies above the edge. Saturation to this accuracy needs more than a chemical potential just inside the subband. At $u=0$ the density is already $DT\ln2=2.90\times10^{-4}$ Å$^{-2}$, yet $C_q$ is only $D/2$.

At the other end, $u=-0.10$ eV gives $C_q/D=0.01799$, while the classical estimate gives $(n/T)/D=0.01815$. Their ratio is 0.991, in agreement with the correction $1-n/(2DT)=1-0.01815/2$.

## (f) What can spoil the plateau?

**Consider first a nonparabolic subband and then a second subband. Does the capacitance still become independent of density?**

**Nonparabolic subband.** Let the energy above the edge obey

$$\varepsilon(1+\alpha\varepsilon)=\frac{k^2}{2m},\qquad \alpha>0 .$$

The count in part (b) used the dispersion only when $k^2$ was replaced. Now $k^2=2m\varepsilon(1+\alpha\varepsilon)$, so

$$N(\varepsilon)=\frac{gk^2}{2\pi}=D\varepsilon(1+\alpha\varepsilon),
\qquad \frac{dN}{d\varepsilon}=D(1+2\alpha\varepsilon).$$

Insert this density of states into the thermal average and integrate by parts:

$$\begin{aligned}
C_q&=\int_0^\infty D(1+2\alpha\varepsilon)
\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon\\
&=-\big[D(1+2\alpha\varepsilon)f\big]_0^\infty
+2\alpha D\int_0^\infty f\,d\varepsilon\\
&=\frac{D}{1+e^{-u/T}}+2\alpha DT\ln\!\left(1+e^{u/T}\right).
\end{aligned}$$

The boundary term vanishes at infinity because $f$ decays exponentially, and the last integral is that of part (c). For $u\gg T$ the result tends to $D(1+2\alpha u)$, which keeps rising.

The dependence on density is explicit at zero temperature, where $n=N(u)=Du(1+\alpha u)$. Squaring the capacitance gives

$$C_q^2=D^2(1+2\alpha u)^2
=D^2\left[1+4\alpha u(1+\alpha u)\right]=D^2+4\alpha Dn .$$

Thus $C_q=\sqrt{D^2+4\alpha Dn}$, and there is no plateau. At zero temperature it is nearly constant while $4\alpha n\ll D$. At nonzero temperature a flat range also needs $n\gg DT$, and the two conditions may not overlap: with $\alpha=0.5$ eV$^{-1}$ and the parameters of part (e), $C_q/D$ is 0.72, 0.96, 1.10 and 1.22 at the four densities of the table.

For $\alpha=0.5$ eV$^{-1}$ and the other parameters of part (e), the finite-temperature formula gives $C_q/D=1.08$ at $u=0.10$ eV and 1.20 at $u=0.20$ eV. In the first case the edge term is 0.982 and the added term is 0.100. The parabolic subband would change by less than 2 % between these two levels.

**Second subband.** Let another parabolic subband with the same $m$ and $g$ begin at $E_1=E_0+\Delta$, with $\Delta$ fixed. Its level above its own edge is $u-\Delta$. The densities add, and so do their derivatives:

$$C_q=\frac{D}{1+e^{-u/T}}+\frac{D}{1+e^{(\Delta-u)/T}} .$$

A plateau at $D$ needs the first occupation close to one and the second close to zero. The conditions are $u\gg T$ and $\Delta-u\gg T$. They can hold together only if $\Delta$ is many times $T$. Well above the second edge the capacitance approaches $2D$.

For $\Delta=0.20$ eV the formula gives $C_q/D=1.000$ at $u=0.10$ eV and 1.982 at $u=0.30$ eV. The first value looks like perfect saturation, but it is a cancellation. At $u=\Delta/2$ the two occupations are $1/(1+e^{-4})$ and $1/(1+e^{4})$, whose sum is one. The lower subband lacks 1.8 % of its plateau, and the upper subband supplies the same amount. The capacitance is still rising there. The derivative of $1/(1+e^{-u/T})$ is $f(0)[1-f(0)]/T$, and the upper subband contributes equally, so

$$\frac{1}{D}\frac{dC_q}{du}=\frac{2\times0.982\times0.018}{T}
=\frac{0.035}{T}.$$

This is a rate of 3.5 % of $D$ per thermal energy. The table in part (e), which reaches $u=0.239$ eV, therefore presumes a second edge far above that level: an edge lying $jT$ higher, with $j$ well above one, adds about $e^{-j}$ to $C_q/D$.

**Interactions.** Exchange and correlation lie outside the model. If they add a density-dependent term $w(n)$ to the level, then $u=u_{\rm free}(n)+w(n)$, and

$$\frac{1}{C_q}=\frac{du}{dn}=\frac{1}{C_{\rm free}}+\frac{dw}{dn}.$$

A plateau in $C_{\rm free}$ then gives a plateau in $C_q$ only where $dw/dn$ is constant or negligible. For the parameters used here it is neither. For a sheet of zero thickness in a medium of relative permittivity $\kappa$, first-order exchange at $T=0$ gives $w=-2k_F/(\pi\kappa)$ with $k_F=\sqrt{2\pi n/g}$, so $D\,dw/dn=-2m/(\pi\kappa k_F)$. With $m=0.2$, $g=2$ and $\kappa=4$ this is $-0.76$ at $n=0.002$ Å$^{-2}$ and $-0.54$ at $0.004$ Å$^{-2}$. A nearby gate, a larger permittivity or a finite layer thickness reduces the term, but here it is comparable with $1/D$. The 99 % point and the table of part (e) are therefore properties of the independent-electron model, not predictions for a real layer.

## (g) What does the gate see?

**Place a gate at distance $d$ from the layer, across an insulator of relative permittivity $\kappa$. Treat the layer as a sheet of zero thickness whose field lines all end on the gate. Find the capacitance measured at the gate, and evaluate it for $\kappa=4$ and $d=10$ Å.**

The layer holds charge $-n$ per area, and the gate holds $+n$, up to fixed charges that do not change with voltage. In atomic units the varying part of the field in the insulator is $4\pi n/\kappa$. The potential at the gate exceeds that at the layer by

$$\frac{4\pi d}{\kappa}\,n=\frac{n}{C_{\rm ins}},\qquad
C_{\rm ins}=\frac{\kappa}{4\pi d}.$$

By part (a), the potential at the layer itself changes by the same amount as $u$. Hence the gate voltage relative to the contact is

$$V=u+\frac{n}{C_{\rm ins}}+\text{constant}.$$

The constant contains the work-function difference and fixed charges. Differentiating with respect to $n$, and writing $C_{\rm gate}=dn/dV$, gives

$$\frac{1}{C_{\rm gate}}=\frac{dV}{dn}
=\frac{1}{C_q}+\frac{1}{C_{\rm ins}} .$$

The two capacitances act in series. On the plateau $C_q=D=gm/\pi$, so

$$\frac{1}{C_{\rm gate}}=\frac{4\pi}{\kappa}\left(d+d_q\right),
\qquad d_q=\frac{\kappa}{4\pi D}=\frac{\kappa}{4gm}.$$

The filling of states acts as extra insulator of thickness $d_q$. Here

$$d_q=\frac{4}{4\times2\times0.2}=2.5\ \text{bohr}=1.32\ \mathrm{Å}.$$

The definitions also give $C_{\rm ins}/D=d_q/d=0.132$, so $C_{\rm ins}=0.00221\ e^2/(\mathrm{eV\,Å^2})$, or 3.54 µF/cm$^2$. On the plateau

$$\frac{C_{\rm gate}}{C_{\rm ins}}=\frac{d}{d+d_q}
=\frac{10}{11.32}=0.883 ,$$

and the gate capacitance is 3.13 µF/cm$^2$. At $u=0$, where $C_q=D/2$, the extra thickness is twice as large, and the ratio is $10/12.65=0.791$.

These numbers illustrate the series formula; they do not describe a working device. At the density $n_{99}$ of part (e), the layer's charge alone produces a field of 0.87 V/nm in this insulator, and at the last density in the table 1.8 V/nm. Typical oxide insulators break down at about 1 V/nm, and a film only 10 Å thick can also leak by tunnelling. The model includes neither effect. It also omits the thickness of the layer. When the gate field itself confines the electrons, $E_0$ rises with $n$ relative to the interface, which adds $dE_0/dn$ to $1/C_{\rm gate}$, and the subband spacing changes with $n$. A one-subband Hartree estimate with silicon-like confinement (mass 0.916 normal to the layer, permittivity 11.7, no depletion charge) at $n=0.002$ Å$^{-2}$ gives about 2.3 Å of extra insulator, more than $d_q$, and places the next subband only about 0.04 eV higher, below the level $u$ at that density.

The gate capacitance varies less than $C_q$. At fixed $C_{\rm ins}$, differentiating the series formula gives $dC_{\rm gate}/C_{\rm gate}^2=dC_q/C_q^2$, or

$$\frac{dC_{\rm gate}}{C_{\rm gate}}
=\frac{C_{\rm gate}}{C_q}\,\frac{dC_q}{C_q}.$$

Near the plateau the factor $C_{\rm gate}/C_q$ is $d_q/(d+d_q)=0.117$. A quantum capacitance 1 % below its limit therefore lowers the gate capacitance by about 0.12 %. At very small density the situation is reversed: $C_q\simeq n/T$ becomes much smaller than $C_{\rm ins}$, and in this model the gate capacitance follows the quantum capacitance. In a real structure, depletion charge, interface traps or parasitic capacitance also respond to the gate and set a floor under the measured value.
